# Why LAPW needs far fewer plane waves than an unaugmented basis

## The form fixed by dimensions

An electron near a nucleus of charge \(Z\) has a wave function with a cusp: \(\psi(r)\approx\psi(0)(1-Zr)\) in Hartree atomic units. Expand \(\psi\) in plane waves with wavenumbers up to \(K\). How does the energy error \(\Delta E\) depend on \(K\)?

The variational error is quadratic in the missing part of the wave function. At large \(K\) that part comes from the cusp, whose strength is \(Z\psi(0)\). Hence

\[
\Delta E = C\,\frac{Z^2|\psi(0)|^2}{K^p},
\]

with \(C\) a pure number. With \(\hbar=m=1\), an energy is an inverse length squared. Here \(Z\) stands for \(Z\) divided by the Bohr radius, an inverse length, and \(|\psi(0)|^2\) is an inverse volume. The numerator is therefore length\(^{-5}\), and \(p=3\). The number of plane waves also grows as \(K^3\), so a tenfold smaller error costs ten times as many waves.

In the linearized augmented plane wave method (LAPW), the waves are replaced by radial solutions inside a sphere of radius \(S\). The cusp then drops out of the task left to the waves, and a new length enters. The error can depend on the dimensionless product \(KS\), and nothing restricts it to a power. A model atom shows what the function is.

## The model

Take s states in a spherical cell of radius \(R\), with

\[
V(r)=-\frac Zr+\frac ZS\quad(r<S),\qquad V(r)=0\quad(S<r<R).
\]

Write \(\psi=u/(\sqrt{4\pi}\,r)\), with \(\int_0^R u^2dr=1\) and \(u(0)=u(R)=0\). Then \(u'(0)=\sqrt{4\pi}\,\psi(0)\), and

\[
u''=2(V-E)u .
\]

The state is the lowest one, with \(E<0\). The basis is \(\sqrt{2/R}\,\sin k_nr\), with \(k_n=n\pi/R\) and \(n\le N\). Divided by \(r\), these are the \(l=0\) parts of plane waves. The cutoff \(K=(N+\tfrac12)\pi/R\) lies midway between the last wave kept and the first omitted.

In a cell of volume \(\Omega\), each plane wave occupies \((2\pi)^3/\Omega\) in wavenumber space. A cutoff \(K\) thus corresponds to

\[
N_{\rm PW}=\frac{4\pi K^3/3}{(2\pi)^3/\Omega}=\frac{\Omega K^3}{6\pi^2}
\]

plane waves. This converts a radial cutoff into an equivalent three-dimensional basis size.

## How a wave-function error becomes an energy error

Let \(\varphi=u+\delta\) be a trial function, with \(\delta(0)=\delta(R)=0\), and define

\[
A[\delta]=\int_0^R\left[\tfrac12\delta'^2+(V-E)\delta^2\right]dr .
\]

In \(A[u+\delta]\), the term \(A[u]\) vanishes. So does the cross term: integration by parts turns it into \(2\int\delta\,[-\tfrac12u''+(V-E)u]\,dr=0\). Therefore

\[
\Delta E=\frac{A[\delta]}{\int\varphi^2dr}. \tag{1}
\]

Two inequalities help to weigh the terms. With \(\|\cdot\|\) the root of the integrated square, integration by parts gives

\[
\int\frac{\delta^2}{r^2}dr=2\int\frac{\delta\delta'}r dr\le2\left\|\frac\delta r\right\|\|\delta'\|,
\qquad\text{so}\qquad \left\|\frac\delta r\right\|\le2\|\delta'\|. \tag{2}
\]

Next let \(\delta\) be orthogonal to \(u\), and let \(g>0\) be the gap to the next s level. Then \(A\ge g\|\delta\|^2\). Since \(V\ge-Z/r\) and \(E<0\), (2) also gives

\[
A\ge\tfrac12\|\delta'\|^2-2Z\|\delta\|\|\delta'\|\ge\tfrac14\|\delta'\|^2-4Z^2\|\delta\|^2 ,
\]

where the last step uses \((\tfrac12\|\delta'\|-2Z\|\delta\|)^2\ge0\). Replacing \(\|\delta\|^2\) by its upper bound \(A/g\) yields

\[
A[\delta]\ge c\,\|\delta'\|^2,\qquad c=\frac1{4(1+4Z^2/g)}. \tag{3}
\]

## Contribution 1: the cusp

Near the nucleus \(u\approx u'(0)r\) and \(V\approx-Z/r\), so \(u''(0)=-2Zu'(0)\). Integrate by parts twice, using \(u(0)=u(R)=0\) and \(\sin k_nR=0\):

\[
\int_0^Ru\sin kr\,dr=\frac1k\int_0^Ru'\cos kr\,dr=-\frac1{k^2}\int_0^Ru''\sin kr\,dr .
\]

A third integration gives

\[
\int_0^Ru''\sin kr\,dr=\frac{u''(0)}k+\frac1k\int_0^Ru'''\cos kr\,dr .
\]

The boundary term at \(R\) is absent because \(u''(R)=-2Eu(R)=0\). The last integral is itself \(O(1/k)\). The expansion coefficient is therefore

\[
c_n\simeq\sqrt{\frac2R}\,\frac{2Zu'(0)}{k_n^3}. \tag{4}
\]

The kinetic energy in the omitted waves is

\[
\sum_{n>N}\frac{k_n^2}2c_n^2\simeq\frac{4Z^2u'(0)^2}R\sum_{n>N}\frac1{k_n^4}
\simeq\frac{4Z^2u'(0)^2}R\,\frac R\pi\int_K^\infty\frac{dk}{k^4}
=\frac{4Z^2u'(0)^2}{3\pi K^3}.
\]

The factor \(R/\pi\) is the density of the \(k_n\). Inserting \(u'(0)^2=4\pi|\psi(0)|^2\) gives

\[
\Delta E\simeq\frac{16}3\,\frac{Z^2|\psi(0)|^2}{K^3}, \tag{5}
\]

so that \(C=16/3\).

## Contributions 2 to 4: potential, relaxation and the sphere kink

Equation (5) counts kinetic energy alone. Split \(u=p+q\), where \(q\) contains the omitted waves. Apart from its scale, the best function in the basis is \(p+\eta\), with \(\eta\) in the basis and orthogonal to \(p\), hence to \(u\). Its error is \(\delta=\eta-q\). Sines with different \(n\) are orthogonal, as are their derivatives, so

\[
A[\eta-q]=A[q]-2\int\eta Vq\,dr+A[\eta].
\]

**Potential energy of the missing part.** From (4), \(\|q\|^2\sim K^{-5}\) and \(\|q'\|^2\sim K^{-3}\). Since \(|V|\le Z/r\), (2) bounds the potential part of \(A[q]\) by \(2Z\|q\|\|q'\|\sim K^{-4}\). This order is actually reached. Replacing the sum over omitted waves by an integral, (4) gives \(q(r)\simeq[4Zu'(0)/\pi]\,K^{-2}h(Kr)\) with \(h(y)=\int_1^\infty s^{-3}\sin sy\,ds\). Then \(-Z\int q^2/r\,dr\simeq-[16Z^3u'(0)^2/\pi^2]\,K^{-4}\int_0^\infty h^2/y\,dy\). The last integral is positive, and it converges because \(h\sim y\) for small \(y\) and \(|h|\) falls as \(1/y\) for large \(y\). The parts with \(E\) and with the constant \(Z/S\) are of order \(K^{-5}\).

**Relaxation of the retained waves.** The cross term is at most \(4Z\|\eta'\|\|q\|\) in size, and \(A[\eta]\ge c\|\eta'\|^2\). Minimizing over \(\|\eta'\|\) shows that relaxation lowers \(A\) by at most \(4Z^2\|q\|^2/c\sim K^{-5}\). The normalization in (1) differs from one by the same order.

**The kink of \(V\) at \(S\).** The slope of \(V\) jumps from \(Z/S^2\) to zero, so \(u'''\) jumps by \(-2Zu(S)/S^2\). One more integration by parts turns this jump into a coefficient of order \(k^{-4}\), a power weaker than (4). This coefficient is proportional to \(\sin k_nS/k_n^4\). Its product with (4) adds to the kinetic energy a sum of \(\sin k_nS/k_n^5\), whose terms oscillate in sign, so the sum is of order \(K^{-5}\). Its square contributes at the same order.

The cusp therefore governs the limit, with relative corrections of order \(1/K\). The potential is attractive, so the leading correction lowers the error.

The cause can be isolated by removing the nucleus. In a smooth spherical well \(V(0)\) is finite, so \(u''(0)=2[V(0)-E]u(0)=0\), and the source of (4) is gone.

## What augmentation changes

Inside the sphere, let \(f(r)\) be the regular radial solution at a chosen energy \(E_l\), and let \(\dot f=\partial f/\partial E_l\). Differentiating \(f''=2(V-E_l)f\) gives \(\dot f''=2(V-E_l)\dot f-2f\). Each LAPW function is

\[
\sin k_nr\quad(r>S),\qquad a_nf(r)+b_n\dot f(r)\quad(r<S),
\]

with \(a_n\) and \(b_n\) fixed by continuity of value and slope at \(S\). This is always possible, because

\[
(f\dot f'-f'\dot f)'=f\dot f''-f''\dot f=-2f^2
\]

integrates to \(f\dot f'-f'\dot f=-2\int_0^Sf^2dr\ne0\) at \(S\).

The sum of sines that continues through the sphere is called the envelope. First set \(E_l=E\), so that the exact \(u\) is a multiple of \(f\) inside. The inner error is then \(\delta=\alpha f+\beta\dot f\), where \(\alpha\) and \(\beta\) are linear in the errors of the envelope's value and slope at \(S\). By (1), the energy error is quadratic in the envelope's error outside and at the boundary. The envelope's values deeper inside do not enter.

## Contribution 5: the smooth tail

Outside, \(V=0\) and \(u(R)=0\), so

\[
u=B\sinh\kappa(R-r),\qquad \kappa=\sqrt{-2E}.
\]

This tail can be continued into the sphere by a smooth function that vanishes near \(r=0\). Repeated integration by parts of the continuation's sine coefficients meets no boundary terms: near zero the function vanishes, and at \(R\) all its even derivatives vanish. The coefficients fall faster than any power of \(1/k\), and so does the LAPW error. The existence of one such continuation is enough. The variational envelope need not resemble it.

The actual rate follows from the variable \(x=\cos(\pi r/R)\). Since

\[
\sin\frac{n\pi r}R=\sin\frac{\pi r}R\,U_{n-1}(x),
\]

with \(U_{n-1}\) a polynomial of degree \(n-1\), the waves must approximate

\[
F(x)=\frac{\sinh\kappa(R-r)}{\sin(\pi r/R)}
\]

by a polynomial of degree \(N-1\) on \(-1\le x\le a\), where \(a=\cos(\pi S/R)\).

At \(x=-1\), numerator and denominator are both odd in \(R-r\). Their ratio is a power series in \((R-r)^2\), hence in \(1+x\), and is regular. At \(x=1\), where \(r\to0\), the ratio diverges as \(1/r\). This is the nearest obstacle.

Map the interval to \(-1\le t\le1\) by \(t=(2x+1-a)/(1+a)\), and set \(t=(w+1/w)/2\). As a function of \(w\), \(F\) is analytic in a ring \(1/\rho<|w|<\rho\), whose edge touches the singularity. Its Laurent series is symmetric under \(w\to1/w\), so it is a series in the Chebyshev polynomials \(T_m(t)=(w^m+w^{-m})/2\). The coefficients fall as \(\rho^{-m}\), up to factors weaker than exponential. Truncation gives the same exponential rate for value and slope.

No other choice of envelope improves this exponent. By (3), a small \(\Delta E\) forces a small \(\|\delta'\|\). Since \(\delta(R)=0\), also \(|\delta(r)|\le\sqrt{R-r}\,\|\delta'\|\). The \(N\)th Chebyshev coefficient of \(F\) is unchanged when a polynomial of degree \(N-1\) is subtracted, so it is bounded by a constant times \(\|\delta'\|\). An error falling at a faster exponential rate would make \(F\) analytic at \(x=1\), which it is not.

The singularity lies at

\[
t_0=\frac{3-a}{1+a}=1+2\,\frac{1-a}{1+a}=1+2\tan^2\frac{\pi S}{2R}.
\]

With \(\rho=e^\mu\), \(t_0=\cosh\mu=1+2\sinh^2(\mu/2)\). Hence

\[
\Delta E\sim e^{-2\mu N},\qquad \mu=2\,\mathrm{arsinh}\left(\tan\frac{\pi S}{2R}\right), \tag{6}
\]

up to factors weaker than exponential. The factor 2 in the exponent reflects the quadratic dependence on \(\delta\).

For \(S\ll R\), \(\mu\simeq\pi S/R\). With \(N\simeq KR/\pi\) this becomes \(\Delta E\sim e^{-2KS}\). The product of sphere radius and cutoff controls the convergence: halving the sphere requires about twice the cutoff for the same exponential factor. A smaller sphere thus brings a smaller gain at a given cutoff. In this model \(S\) also fixes the potential, so it cannot be taken to zero at fixed \(Z\): for \(Z=3\) and \(R=3\) bohr the lowest level has \(E<0\), as assumed above, only for \(S>0.565\) bohr.

## Contribution 6: linearization

Now let \(E_l=E+\Delta\). The exact inner function is proportional to

\[
f(r;E)=f-\Delta\dot f+\tfrac12\Delta^2\ddot f-\dots,
\]

with the right-hand side evaluated at \(E_l\). The first two terms are in the basis. A combination of \(f\) and \(\dot f\) that matches the exact value and slope at \(S\) thus errs by \(O(\Delta^2)\) inside, and (1) gives an energy error of order \(\Delta^4\). More waves cannot remove it entirely, because the exact inner function is not a combination of \(f\) and \(\dot f\). The geometric law (6) then holds only until this error is reached.

## The contributions in numbers

Take \(Z=3\), \(S=1\) bohr and \(R=3\) bohr. Matching a power series for \(f\) to the outer solution at \(S\) requires \(f'/f=-\kappa\coth\kappa(R-S)\). Solving this numerically gives \(E=-1.5366\) hartree (\(-41.81\) eV) and \(|\psi(0)|^2=8.279\) bohr\(^{-3}\). About 8% of the probability lies outside the sphere.

**Cusp.** The coefficient in (5) is \(\tfrac{16}3\times9\times8.279=397.4\), so \(\Delta E\simeq397.4/K^3\) in atomic units. Diagonalization in the sine basis gives:

| \(N\) | \(K\) (1/bohr) | \(\Delta E\) (hartree) | from (5) |
|---|---|---|---|
| 50 | 52.9 | \(2.52\times10^{-3}\) | \(2.69\times10^{-3}\) |
| 200 | 210 | \(4.23\times10^{-5}\) | \(4.29\times10^{-5}\) |
| 800 | 838 | \(6.72\times10^{-7}\) | \(6.75\times10^{-7}\) |

The error lies below the law by 6.3%, 1.4% and 0.3% of the law's value. This has the sign and the roughly \(1/K\) decrease expected of the potential term.

**No cusp.** For the well \(-12\,e^{-(r/0.5)^2}\), with energies in hartree and lengths in bohr, 12 waves leave an error of \(2.2\times10^{-5}\) hartree relative to a 200-wave calculation. The nuclear potential leaves \(0.12\) hartree with the same 12 waves.

**Augmentation.** With \(E_l=E\), the two bases compare as follows:

| \(N\) | unaugmented \(\Delta E\) (hartree) | LAPW \(\Delta E\) (hartree) |
|---|---|---|
| 4 | 0.89 | \(7.0\times10^{-3}\) |
| 8 | 0.29 | \(1.8\times10^{-6}\) |
| 12 | 0.12 | \(3.8\times10^{-10}\) |

For \(S/R=1/3\), \(\tan(\pi/6)=1/\sqrt3\) and \(\mu=\ln3\). Equation (6) then predicts a factor \(e^{2\mu}=9\) per added wave, or \(2\mu=2.197\). Between \(N=20\) and 30 the calculated exponent is 2.159 per wave. For \(S=1.5\) bohr it is 3.480, against a predicted 3.525. The small deficits would fit an extra factor of roughly \(N\) in the error; that power is a conjecture.

A least-squares fit of sines to the outer tail alone, without any Hamiltonian, has a squared error that falls with exponent 2.232 per wave for \(S=1\) bohr. The smooth tail thus sets the LAPW rate.

**The envelope inside.** With eight waves, the root-mean-square difference between envelope and exact \(u\) is \(9.8\times10^{-5}\) bohr\(^{-1/2}\) outside the sphere and 0.26 bohr\(^{-1/2}\) inside. The energy error is nevertheless \(1.8\times10^{-6}\) hartree, because the inner envelope is discarded.

**Linearization.** With 16 waves, \(\Delta=0.05\) hartree leaves an error of \(2.0\times10^{-8}\) hartree, and \(\Delta=0.10\) hartree leaves \(3.3\times10^{-7}\) hartree. Doubling the shift multiplies the error by 16, as \(\Delta^4\) requires. These values are near the floor but not at it: as \(N\) grows they fall by a further 6%, to \(1.9\times10^{-8}\) and \(3.1\times10^{-7}\) hartree. The smaller of these errors is comparable to the \(2.6\times10^{-8}\) hartree that ten waves leave at \(\Delta=0\).

## The cost in plane waves

Here \(\Omega=4\pi R^3/3=113.1\) bohr\(^3\), so \(N_{\rm PW}=1.91K^3\) with \(K\) in 1/bohr. The smallest bases that reach two accuracies are:

| error below | basis | \(N\) | \(K\) (1/bohr) | \(N_{\rm PW}\) |
|---|---|---|---|---|
| \(10^{-3}\) hartree | unaugmented | 69 | 72.8 | \(7.4\times10^5\) |
| | LAPW | 5 | 5.76 | 365 |
| \(10^{-6}\) hartree | unaugmented | 701 | 735 | \(7.6\times10^8\) |
| | LAPW | 9 | 9.95 | 1880 |

The ratio is about 2000 at \(10^{-3}\) hartree (0.027 eV) and 400,000 at \(10^{-6}\) hartree. It has no fixed value, since it compares a power with an exponential. It also refers to plane waves for a bare point nucleus. Plane-wave calculations that replace the nucleus and core by a smooth pseudopotential have no cusp to resolve, and the ratio does not apply to them. Going from the first accuracy to the second costs the unaugmented basis a factor of about 1000 in plane waves, and LAPW a factor of about 5.

For the unaugmented basis, the conversion can be checked against real plane waves at one modest cutoff. In a cubic cell of equal volume, with periodic boundary conditions and the same potential, 6667 plane waves with \(K=15.2\) 1/bohr leave an error of 0.081 hartree relative to \(E\). The radial basis leaves 0.083 hartree at the same cutoff, where (5) would give 0.11 hartree and is not yet accurate. The reference \(E\) belongs to the spherical cell. The periodic cell has a different exact energy, so the comparison holds only up to that shift. The cubic result stays 0.0018 to 0.0019 hartree below the radial one at \(K=15.2\), 20.4 and 25.7 1/bohr while both errors fall fourfold, which points to a shift of about 0.002 hartree.

For LAPW, the counts are estimates from the \(l=0\) problem. In a crystal the waves must also match higher angular momenta on each sphere and describe a non-spherical region between spheres, so the prefactor and the exponent found here need not carry over. The division of labour remains: radial functions carry the cusp, and plane waves carry what is smooth.
